# Where an infinite chain of polarizable atoms loses axial stability: a program that tests the result

```python
"""
Result under test: an infinite chain of point atoms (spacing a, polarizability
volume alpha) has its first polarization instability in the uniform axial mode,
at alpha_c = a^3 / (4 zeta(3)); below it p = alpha E / (1 - alpha/alpha_c).
Symbols: p induced dipole, E applied axial field, T dipole coupling matrix in
units of 1/a^3, N number of atoms in a finite chain, R distance in a pair.
Atomic units inside; beryllium serves as the worked example.
"""
import numpy as np
from scipy.linalg import toeplitz, eigh, eigvalsh
from scipy.special import zeta
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
BOHR_NM = pc["Bohr radius"][0] * 1e9
HARTREE_EV = pc["Hartree energy in eV"][0]
FIELD_MV_CM = pc["atomic unit of electric field"][0] / 1e8
Z3 = float(zeta(3))
coupling = 4 * Z3


# ---------- field of a dipole, from two opposite charges ----------
def charge_pair_field(point, direction, gap=1e-3):
    total = np.zeros(3)
    for sign in (1, -1):
        sep = point - sign * 0.5 * gap * direction
        total += sign / gap * sep / np.linalg.norm(sep) ** 3
    return total


site = np.array([0.0, 0.0, 1.7])
ex, ez = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])
assert np.allclose(charge_pair_field(site, ez), 2 * ez / 1.7**3, atol=1e-5)
assert np.allclose(charge_pair_field(site, ex), -ex / 1.7**3, atol=1e-5)

# ---------- lattice sum: explicit terms and integral bounds on the tail ----------
n_terms = 2000
partial = 4 * np.sum(1.0 / np.arange(1, n_terms + 1) ** 3.0)
assert partial + 2 / (n_terms + 1) ** 2 < coupling < partial + 2 / n_terms**2


# ---------- finite chains ----------
def inverse_cubes(n_atoms):
    column = np.zeros(n_atoms)
    column[1:] = 1.0 / np.arange(1, n_atoms) ** 3.0
    return toeplitz(column)


def top_axial(n_atoms):
    return eigvalsh(2 * inverse_cubes(n_atoms),
                    subset_by_index=[n_atoms - 1, n_atoms - 1])[0]


chain_top = {}
for n_atoms in (10, 100, 1000):
    chain_top[n_atoms] = top_axial(n_atoms)
    assert coupling - 4 * zeta(2) / n_atoms <= chain_top[n_atoms] < coupling
assert chain_top[10] < chain_top[100] < chain_top[1000]

# all three dipole components together: which mode becomes unstable first?
n_full = 200
full = np.kron(inverse_cubes(n_full), np.diag([-1.0, -1.0, 2.0]))
values, vectors = eigh(full)
leading = vectors[:, -1].reshape(n_full, 3)
assert np.allclose(leading[:, :2], 0, atol=1e-8)
assert np.all(leading[:, 2] * leading[0, 2] > 0)
trans_values, trans_vectors = eigh(-inverse_cubes(n_full))
trans_top = trans_values[-1]
assert abs(trans_top - 1.5 * Z3) < 1e-3 and trans_top < values[-1]
assert np.all(trans_vectors[1:, -1] * trans_vectors[:-1, -1] < 0)

# shortest chain that is unstable 2 percent above the infinite-chain threshold
excess = 1.02
n_unstable = next(n for n in range(2, 400) if top_axial(n) > coupling / excess)
assert top_axial(400) < coupling / 0.98   # below threshold: stable

# ---------- beryllium atom and pair ----------
def even_tempered(l, count, smallest, ratio):
    return [[l, [smallest * ratio**i, 1.0]] for i in range(count)]


basis_main = (even_tempered(0, 11, 0.03, 2.7) + even_tempered(1, 6, 0.018, 2.3)
              + even_tempered(2, 2, 0.05, 3.0))
basis_dense = even_tempered(0, 16, 0.02, 2.0) + even_tempered(1, 10, 0.012, 1.8)


class FieldSCF:
    """Restricted Hartree-Fock for Be atoms on the z axis, with an axial field."""

    def __init__(self, heights, basis):
        self.mol = gto.M(atom=[["Be", (0.0, 0.0, z)] for z in heights],
                         basis={"Be": basis}, unit="Bohr", verbose=0)
        self.mf = scf.RHF(self.mol)
        self.mf.chkfile = None
        self.mf.conv_tol, self.mf.conv_tol_grad = 1e-11, 1e-7
        self.mf.max_cycle = 100
        self.h0 = self.mf.get_hcore()
        self.z = self.mol.intor("int1e_r")[2]
        self.dm = None

    def solve(self, field):
        h = self.h0 + field * self.z
        self.mf.get_hcore = lambda *args: h
        self.mf.kernel(dm0=self.dm)
        assert self.mf.converged
        self.dm = self.mf.make_rdm1()
        return self.mf.e_tot, -np.einsum("ij,ji->", self.z, self.dm)

    def correlated_energy(self, field):
        self.solve(field)
        solver = cc.CCSD(self.mf)
        solver.verbose, solver.max_cycle = 0, 100
        solver.conv_tol, solver.conv_tol_normt = 1e-10, 1e-7
        e_corr = solver.kernel()[0]
        assert solver.converged
        return self.mf.e_tot + e_corr


small, medium, strong = 0.001, 0.002, 0.005
atom = FieldSCF([0.0], basis_main)
e_zero, dip_zero = atom.solve(0.0)
valence_level = atom.mf.mo_energy[1]
alpha = atom.solve(small)[1] / small
alpha_energy = 2 * (e_zero - atom.solve(medium)[0]) / medium**2
alpha_strong = atom.solve(strong)[1] / strong
dense = FieldSCF([0.0], basis_dense)
dense.solve(0.0)
alpha_dense = dense.solve(small)[1] / small
assert abs(dip_zero) < 1e-5
assert abs(alpha_energy / alpha - 1) < 3e-3
assert abs(alpha_dense / alpha - 1) < 1e-2
alpha_cc = 2 * (atom.correlated_energy(0.0)
                - atom.correlated_energy(medium)) / medium**2

# ---------- the chain of the example ----------
a_nm, applied = 0.40, 1.0                       # nm, MV/cm
a = a_nm / BOHR_NM
alpha_c = a**3 / coupling
gain = 1 / (1 - alpha / alpha_c)
gain_cc = 1 / (1 - alpha_cc / alpha_c)
a_crit = (coupling * alpha) ** (1 / 3)
a_crit_cc = (coupling * alpha_cc) ** (1 / 3)
assert alpha < alpha_c
n_long = 801
open_chain = np.linalg.solve(np.eye(n_long) * a**3 / alpha
                             - 2 * inverse_cubes(n_long), np.ones(n_long))
gain_middle = open_chain[n_long // 2] * a**3 / alpha
gain_end = open_chain[0] * a**3 / alpha
assert abs(gain_middle / gain - 1) < 2e-4
dipole = alpha * gain * applied / FIELD_MV_CM * BOHR_NM     # e nm
drop_eV = gain * applied * 1e8 * a_nm * 1e-9                # volts over one spacing

# ---------- what the point model leaves out, from pairs of atoms ----------
pairs = []
for distance in (0.75 / BOHR_NM, a, a_crit):
    pair = FieldSCF([-distance / 2, distance / 2], basis_main)
    pair.solve(0.0)
    split = pair.mf.mo_energy[3] - pair.mf.mo_energy[2]
    ratio_hf = pair.solve(small)[1] / small / (2 * alpha)
    ratio_point = 1 / (1 - 2 * alpha / distance**3)
    pairs.append((distance * BOHR_NM, ratio_hf, ratio_point, split * HARTREE_EV))
assert abs((pairs[0][1] - 1) / (pairs[0][2] - 1) - 1) < 0.08

# ---------- output ----------
print(f"zeta(3) = {Z3:.6f}; 4 zeta(3) = {coupling:.6f}")
print(f"alpha_c / a^3 = {1 / coupling:.6f}")
print(f"explicit lattice sum, {n_terms} terms per side = {partial:.6f}")
for n_atoms, top in chain_top.items():
    print(f"N = {n_atoms}: a^3 lambda_N = {top:.5f}, "
          f"threshold alpha/a^3 = {1 / top:.5f}")
print(f"largest transverse a^3 lambda, N = {n_full}: {trans_top:.5f}")
print(f"infinite-chain transverse limit 3 zeta(3)/2 = {1.5 * Z3:.5f}")
print(f"shortest unstable chain at {excess:.2f} alpha_c: N = {n_unstable}")
print(f"Be RHF energy = {e_zero:.5f} hartree")
print(f"Be RHF alpha = {alpha:.3f} bohr^3 = {alpha * BOHR_NM**3:.6f} nm^3")
print(f"Be RHF alpha, denser basis = {alpha_dense:.3f} bohr^3")
print(f"Be RHF alpha from energy = {alpha_energy:.3f} bohr^3")
print(f"Be CCSD alpha = {alpha_cc:.2f} bohr^3")
print(f"example spacing = {a_nm:.2f} nm = {a:.4f} bohr")
print(f"alpha_c = {alpha_c:.3f} bohr^3 = {alpha_c * BOHR_NM**3:.6f} nm^3")
print(f"alpha/alpha_c (RHF) = {alpha / alpha_c:.4f}")
print(f"enhancement 1/(1 - alpha/alpha_c), RHF = {gain:.4f}")
print(f"enhancement, middle of open chain N = {n_long}: {gain_middle:.4f}")
print(f"enhancement, end atom of that chain: {gain_end:.4f}")
print(f"enhancement with CCSD alpha = {gain_cc:.4f}")
print(f"applied field = {applied:.2f} MV/cm; local = {gain * applied:.3f} MV/cm")
print(f"induced dipole per atom = {dipole:.6f} e nm")
print(f"critical spacing, RHF alpha = {a_crit * BOHR_NM:.4f} nm "
      f"= {a_crit:.4f} bohr")
print(f"critical spacing, CCSD alpha = {a_crit_cc * BOHR_NM:.4f} nm")
for r_nm, ratio_hf, ratio_point, split in pairs:
    print(f"pair R = {r_nm:.4f} nm: axial alpha/(2 alpha_atom) RHF "
          f"{ratio_hf:.4f}, point {ratio_point:.4f}")
    print(f"  splitting of the two valence levels = {split:.4f} eV")
print(f"dipole/field of atom at {strong * FIELD_MV_CM:.1f} MV/cm, "
      f"change from weak field = {100 * (alpha_strong / alpha - 1):+.2f} %")
print(f"local-field energy drop over one spacing = {drop_eV:.4f} eV")
print(f"Be valence level depth (RHF) = {-valence_level * HARTREE_EV:.3f} eV")
print("every check passed")
```

It prints:

```
zeta(3) = 1.202057; 4 zeta(3) = 4.808228
alpha_c / a^3 = 0.207977
explicit lattice sum, 2000 terms per side = 4.808227
N = 10: a^3 lambda_N = 4.42771, threshold alpha/a^3 = 0.22585
N = 100: a^3 lambda_N = 4.79968, threshold alpha/a^3 = 0.20835
N = 1000: a^3 lambda_N = 4.80810, threshold alpha/a^3 = 0.20798
largest transverse a^3 lambda, N = 200: 1.80292
infinite-chain transverse limit 3 zeta(3)/2 = 1.80309
shortest unstable chain at 1.02 alpha_c: N = 25
Be RHF energy = -14.57053 hartree
Be RHF alpha = 45.539 bohr^3 = 0.006748 nm^3
Be RHF alpha, denser basis = 45.589 bohr^3
Be RHF alpha from energy = 45.545 bohr^3
Be CCSD alpha = 37.42 bohr^3
example spacing = 0.40 nm = 7.5589 bohr
alpha_c = 89.824 bohr^3 = 0.013311 nm^3
alpha/alpha_c (RHF) = 0.5070
enhancement 1/(1 - alpha/alpha_c), RHF = 2.0283
enhancement, middle of open chain N = 801: 2.0283
enhancement, end atom of that chain: 1.4619
enhancement with CCSD alpha = 1.7141
applied field = 1.00 MV/cm; local = 2.028 MV/cm
induced dipole per atom = 0.000951 e nm
critical spacing, RHF alpha = 0.3190 nm = 6.0273 bohr
critical spacing, CCSD alpha = 0.2987 nm
pair R = 0.7500 nm: axial alpha/(2 alpha_atom) RHF 1.0321, point 1.0330
  splitting of the two valence levels = 0.0124 eV
pair R = 0.4000 nm: axial alpha/(2 alpha_atom) RHF 1.2739, point 1.2672
  splitting of the two valence levels = 0.8551 eV
pair R = 0.3190 nm: axial alpha/(2 alpha_atom) RHF 1.6053, point 1.7122
  splitting of the two valence levels = 2.0517 eV
dipole/field of atom at 25.7 MV/cm, change from weak field = +0.31 %
local-field energy drop over one spacing = 0.0811 eV
Be valence level depth (RHF) = 8.415 eV
every check passed
```
